# Interface width of a strongly segregated diblock copolymer

**Question**

I am estimating how sharp the lines can be when a lamellar diblock copolymer is used to multiply a lithographic pattern. My statistical segment length is 0.7 nm and my Flory parameter is $\chi=0.04$. The chains have about 500 segments, half A and half B.

I understand why the interface should scale as $b/\sqrt\chi$: a piece of chain wanders into the wrong domain until the contact energy stops it. I cannot get the prefactor, and I am not sure what "width" means for a profile that never quite reaches zero or one. What width does strong-segregation theory give, and can I use it for chains as short as mine?

**Answer**

The prefactor comes from solving the mean-field equations for a flat interface between very long blocks. I will do that first, then see what your chain length changes.

**Assumptions**

Let $b$ be the statistical segment length, so that a free chain of $N$ segments has mean squared end-to-end distance $Nb^2$. Both blocks have the same $b$ and the same segment volume $v$. The melt is incompressible, so the volume fractions obey $\phi_A+\phi_B=1$. The contact energy is $\chi\phi_A\phi_B$ per segment. Energies are in units of $k_BT$, and $x$ is the distance normal to the interface, with A at large positive $x$.

I define the width by the slope at the centre:

$$\Delta=\frac{1}{|d\phi_A/dx|_{x=0}} .$$

This is the distance over which a straight line with the central slope climbs from 0 to 1.

**From chain statistics to a differential equation**

Let $q(x,s)$ be the statistical weight of a strand of $s$ segments that ends at $x$, in a field $w(x)$ per segment. Adding a segment means averaging over one bond and multiplying by a Boltzmann factor:

$$q(x,s+1)=e^{-w(x)}\langle q(x-\xi,s)\rangle .$$

The mean squared bond length $b^2$ is shared equally by three directions, so the $x$ component $\xi$ has $\langle\xi\rangle=0$ and $\langle\xi^2\rangle=b^2/3$. If $q$ varies slowly over one bond and $w\ll1$, expansion gives

$$\langle q(x-\xi,s)\rangle\approx q+\tfrac12\langle\xi^2\rangle q''=q+\frac{b^2}{6}q'',\qquad e^{-w}\approx1-w .$$

Dropping the product of the two small terms leaves

$$\frac{\partial q}{\partial s}=\frac{b^2}{6}q''-wq .$$

This is where the 6 in the final formula comes from.

Expand the solution in modes that decay as $e^{-Es}$. After $s\gg1/\chi$ segments, the surviving modes have $E\ll\chi$. The field changes by an amount of order $\chi$ across the interface, so $E$ can be neglected there. At leading order, every long A strand then has the same stationary shape $q_A(x)$ near the interface.

An interior segment joins two such strands, one on each side along the chain. Its density is the product of their weights, so with suitable normalization

$$\phi_A=q_A^2,\qquad \phi_B=q_B^2,$$

$$\frac{b^2}{6}q_A''=w_Aq_A,\qquad \frac{b^2}{6}q_B''=w_Bq_B .$$

This step fails for segments within a few times $1/\chi$ of a chain end or of the junction between blocks. That exception will matter for your chains.

**The fields**

An A segment feels the B segments around it, and a B segment feels the A segments. A common pressure field $\pi(x)$ keeps the total density constant:

$$w_A=\chi\phi_B+\pi,\qquad w_B=\chi\phi_A+\pi .$$

In each pure bulk phase the majority weight is constant, so its field vanishes and $\pi\to0$ on both sides.

**Solving for the profile**

Multiply the A equation by $q_A'$, the B equation by $q_B'$, and add:

$$\frac{b^2}{6}(q_A''q_A'+q_B''q_B')=\chi(q_B^2q_Aq_A'+q_A^2q_Bq_B')+\pi(q_Aq_A'+q_Bq_B') .$$

The pressure term is $\tfrac12\pi(\phi_A+\phi_B)'$, which is zero. The other terms are total derivatives:

$$\frac{b^2}{12}\left(q_A'^2+q_B'^2\right)'=\frac{\chi}{2}\left(q_A^2q_B^2\right)' .$$

Integrate and multiply by 2. The constant is zero, because both the slopes and the product $q_Aq_B$ vanish in the bulk:

$$\frac{b^2}{6}\left(q_A'^2+q_B'^2\right)=\chi q_A^2q_B^2 .$$

Incompressibility now reads $q_A^2+q_B^2=1$, so write $q_A=\sin\theta$ and $q_B=\cos\theta$. Then $q_A'^2+q_B'^2=\theta'^2$, and

$$\theta'=k\sin\theta\cos\theta,\qquad k=\frac{\sqrt{6\chi}}{b} .$$

The positive root makes A increase with $x$. Since $\phi_A=\sin^2\theta$,

$$\phi_A'=2\sin\theta\cos\theta\,\theta'=2k\,\phi_A(1-\phi_A) .$$

Separate the variables and put the centre, where $\phi_A=1/2$, at $x=0$:

$$\ln\frac{\phi_A}{1-\phi_A}=2kx,\qquad
\phi_A=\frac{1}{1+e^{-2kx}}=\frac12\left[1+\tanh(kx)\right] .$$

I used the sum of two equations, so each one should be confirmed separately. From $q_A'=\cos\theta\,\theta'=kq_A(1-q_A^2)$,

$$q_A''=kq_A'(1-3q_A^2)=k^2q_A(1-\phi_A)(1-3\phi_A) .$$

Because $b^2k^2/6=\chi$, the A equation requires

$$w_A=\chi\phi_B(1-3\phi_A)=\chi\phi_B-3\chi\phi_A\phi_B .$$

Hence $\pi=-3\chi\phi_A\phi_B$. Exchanging A and B gives the same $\pi$ from the B equation, so both are satisfied.

**The width**

At the centre $\phi_A(1-\phi_A)=1/4$, so the slope is $2k/4=k/2$. Therefore

$$\boxed{\Delta=\frac{2}{k}=\frac{2b}{\sqrt{6\chi}}},\qquad
\phi_A=\frac12\left[1+\tanh\frac{2x}{\Delta}\right].$$

For your parameters $\sqrt{6\chi}=\sqrt{0.24}=0.4899$, and

$$\Delta=\frac{2\times0.7\ \mathrm{nm}}{0.4899}=2.86\ \mathrm{nm}\quad(28.6\ \text{Å}).$$

Other definitions give other numbers for the same curve. The length in the argument of the tanh is $\Delta/2=1.43$ nm. For the 10–90 % width, set $\tanh(2x/\Delta)=0.8$ and double the resulting $x$, which gives $\Delta\,\mathrm{artanh}(0.8)=3.14$ nm. Check the definition before comparing two quoted widths.

The result does not depend on how you divide the chain into segments. If $\lambda$ old segments become one new segment, $b^2$ and $\chi$ both grow by the factor $\lambda$, and $b/\sqrt\chi$ is unchanged. You must, however, take $b$ and $\chi$ for the same segment volume.

**The interfacial tension**

The tension is needed below to estimate fluctuations. In the stationary state the chain free energy in the fields, measured from the bulk, is zero. It is the sum of a conformational cost and the field energy, so the conformational cost is minus the field energy. Per unit area and in units of $k_BT/v$, it is

$$-\int(w_A\phi_A+w_B\phi_B)\,dx=-\frac{b^2}{6}\int(q_Aq_A''+q_Bq_B'')\,dx
=\frac{b^2}{6}\int(q_A'^2+q_B'^2)\,dx .$$

The last step is integration by parts; the boundary terms vanish because the slopes do. The first integral found above says that this cost equals the contact energy $\int\chi\phi_A\phi_B\,dx$. The total is twice the contact energy. Using $dx=d\phi_A/[2k\phi_A(1-\phi_A)]$,

$$\frac{\gamma v}{k_BT}=2\chi\int_0^1\frac{d\phi_A}{2k}=\frac{\chi}{k}=b\sqrt{\frac{\chi}{6}} .$$

Your values give 0.0572 nm. With a round segment volume $v=0.15$ nm³, $\gamma/k_BT=0.381$ nm⁻², which is 2.4 mN/m at 450 K.

**Are 500 segments enough?**

A strand of $g$ segments pays about $\chi g$ to enter the wrong domain, so excursions involve about $g\sim1/\chi=25$ segments. Your blocks have 250. That looks comfortable, but the junctions make the approach to the limit slow.

To see why, first estimate the lamellar period $L$. One period contains two interfaces, so each junction occupies an interface area $2Nv/L$. Its surface energy is of order $\gamma Nv/L$, and stretching the chain costs about $k_BTL^2/(Nb^2)$. Balancing the two gives $L^3\sim N^2b^2\gamma v/k_BT$, or

$$L\sim bN^{2/3}\chi^{1/6} .$$

There are $L/(2Nv)$ junctions per unit area of interface. Each has a number of order $1/\chi$ of segments near it that do not follow the stationary shape. Together they would fill a layer of thickness of order $L/(2N\chi)$. Relative to the interface width this is

$$\frac{L}{2N\chi\Delta}\sim(\chi N)^{-1/3} .$$

This estimates how the correction scales, not its coefficient. The cube root is the difficulty: doubling the chain length reduces such a correction by only about a fifth.

To obtain actual numbers I solved the full self-consistent field equations numerically. The strand weights were kept for all $s$, not replaced by their stationary shape, and the fields were iterated until they agreed with the densities they produced. Half a lamellar period was placed between reflecting planes, and the period was chosen to minimize the free energy. With $b$ and $\chi$ held fixed, the widths are:

| $N$ | $\chi N$ | width (nm) | width / $\Delta$ |
|---:|---:|---:|---:|
| 500 | 20 | 4.36 | 1.53 |
| 1000 | 40 | 3.80 | 1.33 |
| 2000 | 80 | 3.54 | 1.24 |
| 4000 | 160 | 3.38 | 1.18 |
| 8000 | 320 | 3.26 | 1.14 |

So the mean-field interface of your diblock is 53 % wider than the ideal value. Each doubling of $N$ multiplies the excess by 0.63, 0.72, 0.76 and 0.77 in turn. These factors move toward $2^{-1/3}=0.79$, as the estimate suggests, though five points do not prove the law.

Finite length alone is not the main cause. I solved the same equations for separate A and B chains of 500 segments each, in a box 50 nm across. Their interface was 7.6 % wider than $\Delta$. The diblock with $N=1000$ has blocks of the same length, and its excess is 33 %. Joining the blocks accounts for most of the difference, and the excess follows the number of junctions held at the interface. For $N=1000$, periods 20 % below and above the optimum give excesses of 27 % and 40 %, nearly linear in that number. Doubling $N$ and $L$ together keeps the junction density and doubles the stretching energy per chain, yet the excess falls to 30 %. Stretching matters mainly because it sets the period, and with it the junction density.

Separate chains also show the limit clearly. Their width ratios are 1.038 for 1000 segments and 1.019 for 2000. The excess nearly halves, as a correction proportional to $1/N$ would. Removing such a correction gives $2\times1.0193-1.0380=1.0006$, in agreement with the ideal formula.

**What this means for your lines**

The calculated period for $N=500$ is 25.8 nm, so one line is 12.9 nm wide. The ideal interface would take up 22 % of a line; the finite-chain one takes up 34 %. Even at the middle of an A line the A fraction reaches only 0.98.

Mean-field theory also keeps the interface flat, whereas a real one undulates. For a displacement $h=\sum_{\mathbf q}h_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}$ over an area $S$, small undulations cost $\tfrac12\gamma S\sum_{\mathbf q}q^2|h_{\mathbf q}|^2$. Equipartition gives $\langle|h_{\mathbf q}|^2\rangle=k_BT/(\gamma Sq^2)$. Turning the sum into an integral,

$$\langle h^2\rangle=\frac{k_BT}{\gamma}\int\frac{d^2q}{(2\pi)^2}\frac1{q^2}
=\frac{k_BT}{2\pi\gamma}\ln\frac{q_{\max}}{q_{\min}} .$$

I take the longest wavelength as the period and the shortest as $\Delta$. Then

$$\langle h^2\rangle=\frac{\ln(25.85/2.858)}{2\pi\times0.381\ \mathrm{nm^{-2}}}=0.92\ \mathrm{nm^2},$$

an rms displacement of 0.96 nm. Averaging the ideal profile over a Gaussian displacement of this size, by numerical integration, raises its width from 2.86 to about 3.8 nm. This is only a rough estimate. The cutoffs are plausible choices, and neighbouring interfaces are treated as independent. Nor are the slopes small: the same modes give $\langle|\nabla h|^2\rangle=k_BT(q_{\max}^2-q_{\min}^2)/(4\pi\gamma)\approx1$, so the quadratic cost is used beyond the range where it is accurate. The estimate also starts from the ideal profile, so it does not include the finite-chain broadening, and the two increases should not simply be added.

Two other points need checking: the value of $\chi$ and the smooth-chain approximation. Since $\Delta\propto\chi^{-1/2}$, lowering $\chi$ by 10 % changes the ideal width to 3.01 nm and raising it by 10 % changes it to 2.72 nm. Your chains respond more strongly, because $\chi N$ changes too: for $N=500$, the full equations with the period readjusted give about 4.8 and 4.0 nm, instead of 4.4 nm. A change of annealing temperature can act in this way, but in polystyrene–poly(methyl methacrylate) $\chi$ depends on temperature so weakly that a few tens of kelvin change it by only a few per cent. The smooth-chain approximation can be judged by using rigid, freely jointed bonds of length $b$ with the same tanh profile. The difference $w_A-w_B$ then departs from its required value by at most 2.7 % of $\chi$. This check keeps $\phi=q^2$, which for discrete segments counts the Boltzmann factor of the shared segment twice. That is an error of the same order, so read the result as a few per cent. It is an error in the field, not directly in the width. The approximation worsens as $\chi$ grows, because $1/\chi$ then ceases to be a large number of segments.

**Comparison with a real material**

Your parameters lie roughly in the range used for polystyrene–poly(methyl methacrylate), a diblock used in directed self-assembly. The model tension is about twice too high: for this pair it is roughly 1 mN/m. A lower tension means larger undulations: at 1 mN/m the same rough estimate gives an rms displacement of about 1.5 nm, so undulations may matter as much as finite chain length. Your chains also break the assumption of infinitely long blocks; dropping it moves the mean-field width in this model from 2.86 to 4.36 nm. Unequal segment lengths, a spread of chain lengths, substrate fields and etching are not included.

For your purpose, use 2.86 nm as the long-chain mean-field reference and about 4.4 nm as the mean-field width at $N=500$. Neither number is a line-edge roughness: that describes how the edge position wanders along the line, while $\Delta$ describes how gradually the composition changes across it.
